\section*{A polar hedgehog turned by 120 degrees: bound charge and topology}

\section*{Problem}

A radial polar hedgehog has polarization $\mathbf P=P_0\hat{\mathbf r}$ for $r>0$, with constant $P_0>0$ and $\hat{\mathbf r}=\mathbf r/r$. Keep every position fixed and turn every polarization vector by the same angle $\theta$ about one fixed unit axis $\mathbf n$:
\begin{equation}
\mathbf P(\mathbf r)=P_0\,R\,\hat{\mathbf r},
\end{equation}
where $R$ is the rotation matrix. The bound charge density is $\rho=-\nabla\cdot\mathbf P$. The charge enclosed by a surface inside the polarized region is $Q=-\oint\mathbf P\cdot d\mathbf A$, with $d\mathbf A$ pointing outward. The topological charge $N$ of a closed surface on which $\mathbf P\neq0$ is the signed number of times that $\mathbf p=\mathbf P/|\mathbf P|$ covers the unit sphere.

\begin{enumerate}
\item Find $Q$ for a ball of radius $a$ centred on the defect. Show that it vanishes at $\theta=120^\circ$, and decide whether a point charge sits at the centre.
\item Find the charge density at $120^\circ$ and the amount of positive charge in the ball.
\item Show that $N=1$ for every $\theta$.
\item At $120^\circ$, find $Q$ for a ball that contains the defect but is centred elsewhere.
\item Does the zero of part 1 survive a softened core, or a crystal that favours certain directions of $\mathbf P$?
\item Let the polarized region end at $r=a$, in a medium of uniform background permittivity $\varepsilon$. Find the electric field and the electrostatic energy at $120^\circ$, and compare the energy with that of the radial hedgehog. Evaluate the results for $a=4$ nm, $P_0=25\ \mu\mathrm{C/cm^2}$ and $\varepsilon=7\varepsilon_0$.
\end{enumerate}

\section*{Solution}

SI relations are used. In the example, lengths are in nm and charges in units of the elementary charge $e$.

\subsection*{1. Net charge of a centred ball}

Split a vector $\mathbf v$ into parts along and across $\mathbf n$. The rotation leaves the first part alone and turns the second, so
\begin{equation}
R\mathbf v=\cos\theta\,\mathbf v+(1-\cos\theta)\,\mathbf n(\mathbf n\cdot\mathbf v)+\sin\theta\,\mathbf n\times\mathbf v .
\end{equation}
Set $\mathbf v=\hat{\mathbf r}$ and $u=\mathbf n\cdot\hat{\mathbf r}$. The last term is perpendicular to $\hat{\mathbf r}$ and drops out of the radial component:
\begin{equation}
\hat{\mathbf r}\cdot R\hat{\mathbf r}=\cos\theta+(1-\cos\theta)u^2 .
\label{eq:radial}
\end{equation}
The average of $u^2$ over the sphere is $1/3$, because the squares of the three components of $\hat{\mathbf r}$ have equal averages and add to one. With $d\mathbf A=\hat{\mathbf r}\,a^2d\Omega$,
\begin{align}
Q(\theta)&=-P_0a^2\oint\hat{\mathbf r}\cdot R\hat{\mathbf r}\,d\Omega
=-4\pi a^2P_0\left[\cos\theta+\frac{1-\cos\theta}{3}\right]\nonumber\\
&=-4\pi a^2P_0\,\frac{1+2\cos\theta}{3}.
\label{eq:Q}
\end{align}
Since $\cos120^\circ=-1/2$, the bracket is then zero, for every radius $a$ and every axis $\mathbf n$. Between $0$ and $180^\circ$ the cosine takes the value $-1/2$ once, so no other angle in that range does this. At $180^\circ$ the charge has changed sign, to one third of the original magnitude.

The field has no direction at $r=0$, so the centre needs separate attention. A point charge there would give a flux that stays finite as the surface shrinks. Equation (\ref{eq:Q}) goes to zero as $a^2$, so there is none, at any $\theta$.

The surface where the polarization ends has been left out on purpose. It carries the density $\sigma=\mathbf P\cdot\hat{\mathbf r}$ and hence the total charge $\oint\mathbf P\cdot d\mathbf A=-Q$. Volume and surface together are neutral for any $\mathbf P$. What is special at $120^\circ$ is that the two totals vanish separately.

\subsection*{2. Where the charge is}

Differentiating $\hat r_j=r_j/r$ gives
\begin{equation}
\partial_i\hat r_j=\frac{\delta_{ij}-\hat r_i\hat r_j}{r}.
\end{equation}
Therefore, with repeated indices summed,
\begin{equation}
\rho=-P_0R_{ij}\,\partial_i\hat r_j=-\frac{P_0}{r}\left(\operatorname{tr}R-\hat{\mathbf r}\cdot R\hat{\mathbf r}\right),
\qquad \operatorname{tr}R=1+2\cos\theta .
\end{equation}
At $120^\circ$ the trace is zero, and (\ref{eq:radial}) becomes $-\tfrac12+\tfrac32u^2$, the Legendre polynomial $P_2(u)=(3u^2-1)/2$. (The subscript 2 distinguishes it from the polarization $P_0$.) Hence
\begin{equation}
\rho=\frac{P_0}{r}\,P_2(u).
\label{eq:rho}
\end{equation}
The net charge is zero, but the density is not. It is positive in two cones around the axis, where $u^2>1/3$, and negative in the belt between them. Every spherical shell is neutral by itself, which is why the radius of the ball does not matter.

The positive charge follows by integrating over both cones:
\begin{align}
Q_+&=P_0\int_0^a\frac{r^2dr}{r}\;2\pi\cdot2\int_{1/\sqrt3}^1\frac{3u^2-1}{2}\,du
=2\pi a^2P_0\left[\frac{u^3-u}{2}\right]_{1/\sqrt3}^{1}\nonumber\\
&=\frac{2\pi}{3\sqrt3}\,a^2P_0 .
\label{eq:plus}
\end{align}
The upper limit gives zero and the lower limit gives $-1/(3\sqrt3)$, which is subtracted.

In the example $P_0=1.5604\ e/\mathrm{nm^2}$. The radial hedgehog encloses $-4\pi(4)^2(1.5604)=-313.7\,e$. After the turn the net charge is zero, but $30.2\,e$ of positive charge faces an equal negative charge. The separated charge is $9.6\%$ of the magnitude of the original net charge. At $r=1$ nm the density is $1.56\ e/\mathrm{nm^3}$ on the axis and $-0.78\ e/\mathrm{nm^3}$ on the equator.

\subsection*{3. Topological charge}

With polar angle $\vartheta$ and azimuth $\varphi$ on the enclosing sphere, the signed number of coverings is
\begin{equation}
N=\frac1{4\pi}\int_0^{2\pi}\!d\varphi\int_0^\pi\!d\vartheta\;
\mathbf p\cdot\left(\partial_\vartheta\mathbf p\times\partial_\varphi\mathbf p\right).
\end{equation}
The integrand is the signed area that $\mathbf p$ sweeps on the unit sphere. Here $\mathbf p=R\hat{\mathbf r}$ with constant $R$, so $R$ multiplies all three vectors. A triple product is a determinant, and it acquires the factor $\det R$:
\begin{equation}
\mathbf p\cdot(\partial_\vartheta\mathbf p\times\partial_\varphi\mathbf p)
=\det R\;\hat{\mathbf r}\cdot(\partial_\vartheta\hat{\mathbf r}\times\partial_\varphi\hat{\mathbf r})
=\det R\,\sin\vartheta .
\end{equation}
The integral of $\sin\vartheta$ is $4\pi$, so $N=\det R=1$ for every rotation.

The same value holds for any closed surface that can be deformed into this sphere without crossing the defect. During the deformation $\mathbf p$ changes continuously, and an integer that changes continuously is constant. A ball that leaves the defect outside can be shrunk to a point at which $\mathbf p$ is uniform, so it has $N=0$.

The two charges ask different questions of the same field. $Q$ is linear in $\mathbf P$ and weighs its outward component, which a rotation can reduce, cancel or reverse. $N$ counts how often the directions are covered, and a rotation only relabels them. Neither determines the other. At $180^\circ$ the bound charge is positive with $N=1$. Reversing every vector of the $120^\circ$ texture leaves $Q=0$ but gives $N=-1$, since $\det(-R)=-1$.

\subsection*{4. A ball centred elsewhere}

Let the ball have radius $b$ and centre $\mathbf d$, measured from the defect, with $d=|\mathbf d|<b$. Since $\hat r_j=\partial_j r$, the density is $-P_0R_{ij}\,\partial_i\partial_j r$. Define
\begin{equation}
F(\mathbf d)=\int_{|\mathbf x|<b}|\mathbf d+\mathbf x|\,d^3x .
\end{equation}
Derivatives with respect to $\mathbf d$ act on the integrand in the same way as derivatives with respect to position, and the resulting $1/r$ singularity is integrable. Thus
\begin{equation}
Q=-P_0R_{ij}\,\frac{\partial^2F}{\partial d_i\,\partial d_j}.
\label{eq:QF}
\end{equation}

To find $F$, use $\nabla^2r=2/r$. The integral of $1/|\mathbf d+\mathbf x|$ is the potential of a uniform ball. Shells of radius $s<d$ act as if concentrated at the centre, and each outer shell contributes $4\pi s\,ds$:
\begin{equation}
\nabla^2F=2\left[\frac{4\pi d^3}{3d}+\int_d^b4\pi s\,ds\right]
=4\pi b^2-\frac{4\pi}{3}d^2 .
\end{equation}
By symmetry $F$ depends on $d$ alone, so $\nabla^2F=d^{-2}(d^2F')'$. Multiply by $d^2$ and integrate from $0$, where $F$ is regular:
\begin{equation}
F'=\frac{4\pi}{3}b^2d-\frac{4\pi}{15}d^3,\qquad
F=\pi b^4+\frac{2\pi}{3}b^2d^2-\frac{\pi}{15}d^4 .
\end{equation}
The constant is $F(0)=\int_0^b4\pi s^3ds=\pi b^4$. The second derivatives needed are
\begin{equation}
\partial_i\partial_j d^2=2\delta_{ij},\qquad
\partial_i\partial_j d^4=4d^2\delta_{ij}+8d_id_j .
\end{equation}
Every $\delta_{ij}$ in (\ref{eq:QF}) produces $\operatorname{tr}R=0$. The one surviving term is
\begin{equation}
Q=\frac{8\pi}{15}P_0\,\mathbf d\cdot R\mathbf d
=\frac{8\pi}{15}P_0d^2P_2(\cos\alpha),
\label{eq:offset}
\end{equation}
where $\alpha$ is the angle between $\mathbf d$ and $\mathbf n$, and (\ref{eq:radial}) was used for the direction of $\mathbf d$.

The radius $b$ has dropped out, because it multiplied the trace. The charge is positive for a shift along the axis and negative for a shift across it. It vanishes for $\cos^2\alpha=1/3$. For a ball of radius 2 nm shifted by 1 nm along $\mathbf n$, $Q=(8\pi/15)(1.5604)(1)^2\,e=2.61\,e$, while $N$ is still one. Thus $Q$ vanishes for every centred ball but only for special directions of an off-centre shift, whereas $N=1$ holds for every ball around the defect.

\subsection*{5. Softened core and crystal anisotropy}

A constant magnitude up to $r=0$ is an idealization, since the direction then varies over arbitrarily short distances. Let $\mathbf P=P_0f(r)R\hat{\mathbf r}$, with $f(0)=0$ and $f>0$ elsewhere. On a centred sphere $f$ is a constant factor, so $Q$ remains zero at $120^\circ$, and $N$ is unchanged. The product rule gives
\begin{equation}
\rho=-P_0\left[f'\,\hat{\mathbf r}\cdot R\hat{\mathbf r}+f\,\nabla\cdot(R\hat{\mathbf r})\right]
=P_0\left(\frac fr-f'\right)P_2(u),
\end{equation}
because $\nabla\cdot(R\hat{\mathbf r})=-P_2/r$ by (\ref{eq:rho}). For $f=\tanh(r/w)$ with $w=1$ nm, the positive charge in the 4 nm ball falls from $30.2\,e$ to $25.6\,e$, a reduction of about $15\%$.

Now let the crystal bend $\mathbf p$ towards favoured directions. Suppose that the new polarization is $P_0\mathbf G(\mathbf p)$, a function of the undistorted local direction $\mathbf p=R\hat{\mathbf r}$. For a cubic parent crystal, $\mathbf G(g\mathbf p)=g\,\mathbf G(\mathbf p)$ for every rotation $g$ of the cube. Change the integration variable from $\hat{\mathbf r}$ to $\mathbf p$, which preserves solid angle, and use $\hat{\mathbf r}=R^{T}\mathbf p$:
\begin{equation}
Q=-P_0a^2\oint(R^{T}\mathbf p)\cdot\mathbf G(\mathbf p)\,d\Omega
=-P_0a^2R_{ji}M_{ij},\qquad M_{ij}=\oint G_i\,p_j\,d\Omega .
\end{equation}
Cubic symmetry requires $M=gMg^{T}$. A half-turn about a cube axis reverses two components, so it changes the sign of the off-diagonal elements that link the axis to the other two directions. Half-turns about two cube axes thus remove all off-diagonal elements. A threefold rotation permutes the axes and makes the diagonal elements equal. Hence $M_{ij}=m\delta_{ij}$, and $Q=-P_0a^2m\operatorname{tr}R=0$. This result covers only a response to the local direction $\mathbf p$. If $\mathbf P$ also turns in the electric field of its own bound charge, $Q$ is in general no longer zero.

The topological charge survives as well if $\mathbf G$ is continuous and $\mathbf G\cdot\mathbf p>0$ for every $\mathbf p$. The interpolation $(1-s)\mathbf p+s\mathbf G$, with $0\le s\le1$, then never vanishes, so the integer cannot jump.

A uniaxial crystal breaks the argument, and neutrality then survives only for special axes with $n_z^2=1/3$. Multiply the $z$ component of $\mathbf p$ by $1.5$. Then $M_{ij}=(4\pi/3)(\delta_{ij}+\tfrac12\delta_{iz}\delta_{jz})$, and
\begin{equation}
Q=-\frac{2\pi}{3}P_0a^2R_{zz}.
\end{equation}
For $\mathbf n=(1,2,2)/3$, equation (\ref{eq:radial}) gives $R_{zz}=-\tfrac12+\tfrac32\cdot\tfrac49=\tfrac16$, so $Q=-(\pi/9)P_0a^2=-0.349\,P_0a^2$. Here $\mathbf G\cdot\mathbf p>0$, so $N$ is still one although the neutrality is lost.

\subsection*{6. Field and energy}

The charges are (\ref{eq:rho}) in the volume and $\sigma=P_0P_2(u)$ on the surface $r=a$. Both have the angular form $P_2$, so write $\phi=g(r)P_2(u)$. The angular part of the Laplacian multiplies $P_2$ by $-6/r^2$, and $\nabla^2\phi=-\rho/\varepsilon$ becomes
\begin{equation}
g''+\frac{2g'}r-\frac{6g}{r^2}=-\frac{P_0}{\varepsilon r}\qquad(r<a).
\end{equation}
The trial $g=Ar$ gives $(2-6)A/r=-P_0/(\varepsilon r)$, so $A=P_0/(4\varepsilon)$. Adding the regular homogeneous solution inside and the decaying one outside,
\begin{equation}
g_{\rm in}=Ar+Br^2,\qquad g_{\rm out}=C/r^3 .
\end{equation}
Continuity at $r=a$ requires $C/a^3=Aa+Ba^2$. The surface charge requires $\varepsilon(g_{\rm in}'-g_{\rm out}')=P_0$, that is,
\begin{equation}
A+2Ba+\frac{3C}{a^4}=4A+5Ba=\frac{P_0}{\varepsilon}.
\end{equation}
Since $4A=P_0/\varepsilon$, it follows that $B=0$ and $C=Aa^4$.

Inside, $E_r=-AP_2$ and $E_\vartheta=3A\sin\vartheta\cos\vartheta$, with $\vartheta$ measured from $\mathbf n$. The field strength depends on direction but not on $r$:
\begin{equation}
|\mathbf E|^2=A^2\left[P_2^2+9u^2(1-u^2)\right]=\frac{A^2}{4}\left(1+30u^2-27u^4\right).
\end{equation}
Its maximum is at $u^2=5/9$, where $|\mathbf E|=\sqrt{7/3}\,A$. Just outside the poles the field is larger, $3A$, since $-g_{\rm out}'(a)=3A$.

For the energy, use $W=\tfrac12\int\rho\phi\,dV+\tfrac12\oint\sigma\phi\,dA$. The average of $P_2^2$ over the sphere is $(9/5-2+1)/4=1/5$. With $V=4\pi a^3/3$, the surface factor is $4\pi a^2\cdot a=3V$, and
\begin{equation}
W=\frac12\left[\frac{P_0AV}{5}+\frac{3P_0AV}{5}\right]=\frac{2}{5}P_0AV=\frac{P_0^2V}{10\,\varepsilon}.
\end{equation}
For the radial hedgehog, Gauss's law gives $4\pi r^2\varepsilon E_r=-4\pi r^2P_0$ inside and no field outside. Then $|\mathbf E|=P_0/\varepsilon$ and $W=P_0^2V/(2\varepsilon)$. At fixed $P_0$, $a$ and $\varepsilon$, the turn by $120^\circ$ lowers the electrostatic energy to one fifth. This remaining fifth belongs to the quadrupolar charge pattern, which neutrality does not remove.

The linear background also polarizes, and its charge is not part of $\rho$. Its flux through a centred sphere is proportional to that of $\mathbf E$, which vanishes because $E_r\propto P_2$. Including it leaves the net charge at zero.

\subsection*{Reading the numbers}

The chosen values are rough ones in the regime of barium titanate at room temperature. They give $P_0/\varepsilon=40.3$ MV/cm for the radial texture. After the turn the field is $40.3/4=10.1$ MV/cm on the axis inside the ball, and its interior maximum is $15.4$ MV/cm. The latter is the value labelled as largest in the numerical output. Just outside the poles the model gives $3\times10.1\approx30$ MV/cm. Against a rough breakdown field of 3 MV/cm, the interior maximum is five times too large, although a breakdown field depends on the size and quality of the sample and is only a guide at this scale.

The potential difference between pole and equator is $\tfrac32Aa=6.05$ V, about twice a rough band gap of 3 eV divided by $e$. Moving electrons from the valence states of one region to the conduction states of another would then lower the energy. The interior maximum field sets a lower bound of $3\ \mathrm{eV}/(1.54\ \mathrm{eV/nm})\approx1.9$ nm on the tunnelling distance inside the ball. Because the field varies with direction, the shortest path with a 3 V drop is about $2.0$ nm long and lies near the surface, and along the axis from the centre it is $3.0$ nm. Both are shorter than the radius. No rate has been computed, but an insulating, unscreened ball is not a consistent description at these values. The electrostatic energy of the whole ball, 169 eV, is thousands of times the thermal energy of 0.026 eV at 300 K. Whether it would reshape the texture depends on the elastic, gradient and anisotropy energies of the crystal, which are not computed here.

The field (1) is thus a prescribed texture and not a computed equilibrium. Mobile charge or a rearrangement of $\mathbf P$ would change the field, and a rearrangement could also change $Q$. A more polarizable medium outside $r=a$ would lower the potential difference between pole and equator. Inside the ball, however, it only adds a term proportional to $r^2P_2(u)$ to the potential, so the field would stay as it is only for $r\ll a$. The added field grows in proportion to $r$, and for a very polarizable exterior it nearly cancels the field on the axis at $r=a/2$. The cancellation is sensitive to the angle: a uniform turn of $121^\circ$ instead of $120^\circ$ leaves $3.15\,e$, or $1.0\%$ of the radial hedgehog's net charge in magnitude. The topological charge does not respond to such an error at all.

\section*{Computed results}
\begin{verbatim}
angle (deg) | net charge/(4 pi a^2 P0) | topological charge
   0 |  -1.0000 |  1.0000
  60 |  -0.6667 |  1.0000
  90 |  -0.3333 |  1.0000
 120 |  -0.0000 |  1.0000
 180 |   0.3333 |  1.0000
topological charge, inverted field: -1.0000
topological charge, defect outside: 0.0000
cubic distortion, |Q|/(P0 a^2): 7.3e-15
uniaxial distortion, Q/(P0 a^2): -0.3491
input P0: 25.0 uC/cm2 = 1.5604 e/nm2
input ball radius: 4.0 nm
input background relative permittivity: 7.0
radial hedgehog net charge: -313.7 e
radial hedgehog net charge: -5.027e-17 C
rotated 120 deg, |net charge|: 2.7e-13 e
rotated 121 deg, net charge: 3.15 e
density on axis at r = 1 nm: 1.560 e/nm3
density on equator at r = 1 nm: -0.780 e/nm3
positive charge near axis: 30.19 e
positive charge / |radial net charge|: 0.0962
input core width: 1.0 nm
positive charge with soft core: 25.59 e
off-centre ball: shift 1.0 nm, radius 2.0 nm
off-centre ball net charge: 2.614 e
radial hedgehog field: 40.3 MV/cm
rotated, field on axis: 10.08 MV/cm
rotated, largest field: 15.40 MV/cm
input rough breakdown field: 3.0 MV/cm
largest field / breakdown: 5.1
potential span, pole to equator: 6.05 V
input rough band gap: 3.0 eV
tunnelling distance gap/(e E): 1.95 nm
electrostatic energy, rotated: 168.7 eV
energy ratio rotated/radial: 0.2000
thermal energy at 300 K: 0.0259 eV
\end{verbatim}
